# Longitudinal relaxation in the Landau-Lifshitz-Bloch equation from a mean-field Fokker-Planck equation, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the linearized Fokker-Planck equation

### Definitions and conventions

The system is a large set of classical spins. Each has a magnetic moment of fixed size $\mu$ and a direction given by the unit vector $\mathbf N$. The mean direction is $\mathbf m=\langle\mathbf N\rangle$, and its length $m$ is less than 1 at any nonzero temperature. The algebra uses atomic units with $k_B=1$, so that the temperature $T$ is an energy. Numbers in the example are in K, T and ps.

In the mean-field approximation a spin feels the applied field $\mathbf B$ and an exchange field proportional to the average of the others:

$$\mathbf B_{MF}=\mathbf B+\frac{J_0}{\mu}\,\mathbf m .$$

The energy of a spin in this field is $-\mu\,\mathbf N\cdot\mathbf B_{MF}$. The constant $J_0$ is the exchange energy summed over all neighbours. Correlations between the fluctuations of neighbouring spins are discarded, and there is no anisotropy.

The gyromagnetic ratio $\gamma$ is positive, and $\mathbf N$ points along the magnetic moment, so precession reads $d\mathbf N/dt=-\gamma\mathbf N\times\mathbf B_{MF}$. The dimensionless constant $\lambda$ measures the coupling of a single spin to the heat bath. With a random field $\boldsymbol\zeta$ from the bath, the equation of motion is

$$\frac{d\mathbf N}{dt}=-\gamma\,\mathbf N\times(\mathbf B_{MF}+\boldsymbol\zeta)-\gamma\lambda\,\mathbf N\times(\mathbf N\times\mathbf B_{MF}).$$

The noise is white, which means that its correlation time is short compared with all motion of the spin:

$$\langle\zeta_i(t)\zeta_j(t')\rangle=\frac{2\lambda T}{\gamma\mu}\,\delta_{ij}\,\delta(t-t').$$

Its strength is justified below by the requirement that the spins reach thermal equilibrium. The product of noise and spin is read in the Stratonovich sense, so that the noise rotates the spin and preserves its length.

The Langevin function and its derivative are

$$L(u)=\coth u-\frac1u,\qquad L'(u)=\frac1{u^2}-\frac1{\sinh^2u},$$

and for small $u$ they become $L=u/3-u^3/45+\dots$ and $L'=1/3-u^2/15+\dots$.

### From random rotations to the Fokker-Planck equation

During a short time $dt$ the noise turns the spin through a small random rotation vector $\mathbf w$. Each component has zero mean and variance

$$\gamma^2\,\frac{2\lambda T}{\gamma\mu}\,dt=2D\,dt,\qquad D=\frac{\gamma\lambda T}{\mu}.$$

To second order, a rotation changes $\mathbf N$ by $\mathbf w\times\mathbf N+\tfrac12\mathbf w\times(\mathbf w\times\mathbf N)$. The second-order term must be kept because $\langle w^2\rangle$ is of first order in $dt$. Using $\mathbf w\times(\mathbf w\times\mathbf N)=\mathbf w(\mathbf w\cdot\mathbf N)-w^2\mathbf N$ and averaging,

$$\langle d\mathbf N\rangle_{noise}=\tfrac12\,(2D\,dt)(\mathbf N-3\mathbf N)=-2D\,\mathbf N\,dt .$$

Now let the field and the magnetization lie along $z$, and let $x=N_z=\cos\theta$. The noise gives $\langle dx\rangle=-2Dx\,dt$. The first-order change is $(\mathbf w\times\mathbf N)_z=w_xN_y-w_yN_x$, so that

$$\langle(dx)^2\rangle=2D\,dt\,(N_x^2+N_y^2)=2D(1-x^2)\,dt .$$

Precession about $z$ does not change $x$. The damping term equals $\gamma\lambda[\mathbf B_{MF}-\mathbf N(\mathbf N\cdot\mathbf B_{MF})]$, and its $z$ component is $\gamma\lambda B_{MF}(1-x^2)$. With the reduced field

$$\xi_0=\frac{\mu B_{MF}}{T}=\frac{\mu B+J_0m}{T},$$

and $\gamma\lambda B_{MF}=D\xi_0$, this drift is $D\xi_0(1-x^2)$.

For any smooth function $g(x)$ the mean change is $g'\langle dx\rangle+\tfrac12g''\langle(dx)^2\rangle$. Therefore

$$\frac{d\langle g\rangle}{dt}=D\left\langle(1-x^2)g''-2xg'+\xi_0(1-x^2)g'\right\rangle .$$

The first two terms are the derivative of $(1-x^2)g'$. Let $f(x,t)$ be the probability density, with $\int_{-1}^1f\,dx=1$. Writing the average as an integral over $f$ and integrating by parts moves the derivatives from $g$ to $f$. The boundary terms vanish because $1-x^2=0$ at both ends. Since $g$ is arbitrary,

$$\frac{\partial f}{\partial t}=D\frac{\partial}{\partial x}\left\{(1-x^2)\left[\frac{\partial f}{\partial x}-\xi_0f\right]\right\}. \tag{1}$$

The square bracket vanishes for $f\propto e^{\xi_0x}$, which is the Boltzmann distribution in the mean field. A different noise strength would leave a different stationary state, so the strength assumed above is the one that thermal equilibrium requires. Equation (1) is nonlinear, because $\xi_0$ contains $m=\int xf\,dx$.

### Equilibrium and its susceptibility

The equilibrium density is $f_0=e^{\xi_ex}/Z$, with $Z=\int_{-1}^1e^{\xi_ex}dx=2\sinh\xi_e/\xi_e$. Differentiating $\ln Z$ once gives the mean and twice gives the variance:

$$m_e=L(\xi_e),\qquad \langle y^2\rangle_0=L'(\xi_e),\qquad y=x-m_e .$$

The subscript 0 denotes an average over $f_0$. Self-consistency requires $\xi_e=(\mu B+J_0m_e)/T$.

For $B=0$ this means $L(\xi_e)/\xi_e=T/J_0$. The left side is at most $1/3$ and falls as $\xi_e$ grows, so a nonzero solution exists for $T<J_0/3$. The mean-field Curie temperature is therefore $T_c=J_0/3$.

One more average is needed. The integral of $\partial_x[(1-x^2)f_0]$ over the interval is zero. Carrying out the derivative gives $-2m_e+\xi_e\langle1-x^2\rangle_0=0$, hence

$$\langle1-x^2\rangle_0=\frac{2m_e}{\xi_e}. \tag{2}$$

The longitudinal susceptibility $\chi=dm_e/dB$ includes the response of the exchange field. Differentiating $m_e=L(\xi_e)$ gives $\chi=L'(\xi_e)(\mu+J_0\chi)/T$, and solving for $\chi$,

$$\chi=\frac{\mu}{T}\frac{L'(\xi_e)}{1-\kappa},\qquad \kappa=\frac{J_0L'(\xi_e)}{T}. \tag{3}$$

Stability of the equilibrium requires $\kappa<1$. At $\kappa=1$ a small rise in $m$ raises the exchange field by just enough to sustain itself.

### Linearization

Write $f=f_0(1+\phi)$ with small $\phi$ and $\langle\phi\rangle_0=0$, which preserves the normalization. The change in magnetization is $\delta m=\langle x\phi\rangle_0=\langle y\phi\rangle_0$, and the field becomes $\xi_0=\xi_e+J_0\delta m/T$. Since $f_0'=\xi_ef_0$, the bracket in equation (1) is

$$f_0\left[\phi'-\frac{J_0}{T}\,\delta m\,(1+\phi)\right].$$

The product $\delta m\,\phi$ is of second order and is dropped. Define two linear operators,

$$\hat Rg=-\frac{D}{f_0}\frac{d}{dx}\left[(1-x^2)f_0\frac{dg}{dx}\right],\qquad
\hat Ag=g-\frac{J_0}{T}\,y\,\langle yg\rangle_0 .$$

The derivative of $\hat A\phi$ is $\phi'-J_0\delta m/T$, so the linearized equation is

$$\frac{\partial\phi}{\partial t}=-\hat R\hat A\phi . \tag{4}$$

Here $\hat R$ describes relaxation in a fixed field, and $\hat A$ adds the feedback of the exchange field. With the inner product $(g,h)=\langle gh\rangle_0$, integration by parts gives

$$(g,\hat Rh)=D\langle(1-x^2)g'h'\rangle_0 ,$$

which is symmetric and never negative for $g=h$. The operator $\hat A$ is also symmetric. It leaves functions orthogonal to $y$ unchanged, and it satisfies $\hat Ay=(1-\kappa)y$. It is therefore positive when $\kappa<1$.

### The rate after a small field is removed

Let the spins be in equilibrium in the field $B+\delta B$, and let $\delta B$ be switched off at $t=0$. The initial density has the form $e^{(\xi_e+\delta\xi)x}$ up to normalization. To first order this means $\phi=\delta\xi\,y$ and $\delta m=L'(\xi_e)\,\delta\xi$. Equation (4) and equation (2) then give

$$\left.\frac{d\,\delta m}{dt}\right|_0=-(y,\hat R\hat Ay)\,\delta\xi=-(1-\kappa)\,D\langle1-x^2\rangle_0\,\delta\xi=-(1-\kappa)\frac{2Dm_e}{\xi_e}\,\delta\xi .$$

Dividing by $\delta m$ yields the rate

$$\Gamma=2D\,\frac{m_e}{\xi_e}\,\frac{1-\kappa}{L'(\xi_e)} . \tag{5}$$

Equation (3) replaces $(1-\kappa)/L'$ by $\mu/(T\chi)$, and $D\mu/T=\gamma\lambda$. The result is

$$\Gamma=\frac{\gamma\alpha_\parallel}{\chi},\qquad \alpha_\parallel=\frac{2\lambda m_e}{\xi_e}. \tag{6}$$

For $B=0$ below $T_c$, self-consistency gives $m_e/\xi_e=T/J_0=T/(3T_c)$, so $\alpha_\parallel=2\lambda T/(3T_c)$. Above $T_c$ both $m_e$ and $\xi_e$ vanish and their ratio tends to $1/3$, so $\alpha_\parallel=2\lambda/3$. The two expressions join at $T_c$. Using $2\lambda T/(3T_c)$ above $T_c$ is accurate only close to it.

The linear longitudinal law is thus $dm/dt=-\gamma\alpha_\parallel(m-m_e)/\chi$. Within the linearized mean-field model, equation (6) is exact at the initial moment for this preparation. Whether the same rate holds later is a separate question.

### One rate or many

Use the second inner product $[g,h]=(g,\hat Ah)$, which is positive for $\kappa<1$. Because $[g,\hat R\hat Ah]=(\hat Ag,\hat R\hat Ah)$ is symmetric and non-negative, the decay rates are real and non-negative. They are discrete, since $\hat R$ is a Sturm-Liouville operator of the same type as the Legendre operator and $\hat A$ is bounded with a bounded inverse. Let $\Gamma_1$ be the smallest rate among functions of zero mean.

Expand $y$ in eigenfunctions that are orthonormal in the second product. Since $(y,g)=[y,g]/(1-\kappa)$, the decay after the field is removed has the form

$$\frac{\delta m(t)}{\delta m(0)}=\sum_kp_ke^{-\Gamma_kt},\qquad p_k\ge0,\qquad\sum_kp_k=1 .$$

The initial slope is $\Gamma=\sum_kp_k\Gamma_k$, and the area under the curve is the integral time $\tau_{int}=\sum_kp_k/\Gamma_k$. Each $1/\Gamma_k$ is at most $1/\Gamma_1$, so $\tau_{int}\le1/\Gamma_1$. The Cauchy-Schwarz inequality gives $1\le(\sum p_k\Gamma_k)(\sum p_k/\Gamma_k)=\Gamma\tau_{int}$. Together,

$$\Gamma_1\le\frac1{\tau_{int}}\le\Gamma . \tag{7}$$

The rate of equation (6) is an upper bound on the slowest rate. Equality holds when $y$ is itself an eigenfunction of $\hat R$. It is then also an eigenfunction of $\hat R\hat A$, because $\hat Ay=(1-\kappa)y$. Since $y$ has a single zero, Sturm's oscillation theorem makes it the slowest non-constant mode of $\hat R$. The feedback multiplies its rate by $1-\kappa$ and leaves the other modes, which are orthogonal to $y$, unchanged, so $y$ remains the slowest mode. There are three regimes in which $y$ is an eigenfunction, exactly or in a limit.

Above $T_c$ with $B=0$, the density is uniform, $y=x$, and $\hat Rx=-D\,d(1-x^2)/dx=2Dx$. With $\kappa=T_c/T$ all three quantities in (7) equal $2D(1-T_c/T)$.

As $T_c$ is approached from below, $f_0$ becomes uniform and the same argument applies in the limit.

At low temperature, or in a very strong field at any temperature, $\xi_e$ is large. With $s=\xi_e(1-x)$ one has $f_0\,dx\to e^{-s}ds$, $1-x^2\to2s/\xi_e$ and $y\to(1-s)/\xi_e$. The operator becomes $\hat Rg=-2D\xi_e\,e^s\,d(se^{-s}dg/ds)/ds$. Applied to $1-s$ it returns $2D\xi_e(1-s)$, so $y$ is again an eigenfunction to leading order. This limit resolves only the region near $x=1$. A second mode, localized near $x=-1$, has the same leading rate $2D\xi_e$, but its overlap with $y$ vanishes as $\xi_e$ grows, and the three quantities in (7) still merge. The limit is a formal one for real magnets. With a moment of 3 Bohr magnetons at 650 K, $\mu B/T=1$ already needs about 320 T, and at low temperature real spins are no longer classical.

Between these limits the decay contains several exponentials. On a grid of $T/T_c$ from 0.10 to 0.98 in steps of 0.02, with $B=0$, the slowest rate lies below $\Gamma$ by at most 10.7 % of $\Gamma$, at $T/T_c=0.58$. The gap is 0.1 % at 0.10 and 0.7 % at 0.98. The figure of 10.7 % is not a bound when $B\neq0$: for $\mu B/T=2$ at $T/T_c=0.93$ the gap is about 12 %.

### Critical slowing down

Let $t=T/T_c$ be slightly below 1. The condition $L(\xi_e)/\xi_e=t/3$ with the small-field series gives $\xi_e^2=15(1-t)$. Then $L'=1/3-(1-t)$, and with $J_0/T=3/t$,

$$\kappa=\frac{1-3(1-t)}{t}\simeq1-2(1-t).$$

The factor $m_e/(\xi_eL')$ tends to 1, so $\Gamma\simeq4D(1-t)$. Above $T_c$ the rate is $2D(1-1/t)\simeq2D(t-1)$. At equal distance from $T_c$, relaxation in the ordered phase is therefore twice as fast to leading order. The slowest rates at $t=0.999$ and $t=1.001$, each divided by its own $D$, have the ratio 2.00.

## Second derivation: moments and a local-equilibrium distribution

### What is carried over

The symbols are as before. A spin has direction $\mathbf N$, moment $\mu$, bath coupling $\lambda$ and gyromagnetic ratio $\gamma$. The mean field is $\mathbf B_{MF}=\mathbf B+J_0\mathbf m/\mu$ with $J_0=3T_c$, and $D=\gamma\lambda T/\mu$ is the rotational diffusion rate. Equilibrium has $m_e=L(\xi_e)$, the susceptibility is $\chi=(\mu/T)L'/(1-\kappa)$, and $\kappa=J_0L'/T$ must be below 1. The first derivation found the initial rate $\Gamma=\gamma\alpha_\parallel/\chi$ with $\alpha_\parallel=2\lambda m_e/\xi_e$. It also showed that the slowest rate cannot exceed $\Gamma$. Two intermediate results are used again: noise alone gives $d\langle\mathbf N\rangle/dt=-2D\mathbf m$, and a density $e^{\xi x}/Z$ has $\langle1-x^2\rangle=2L(\xi)/\xi$.

The linearized Fokker-Planck equation has given the initial relaxation rate $\Gamma$ after a small field is removed, and has shown that the slowest rate cannot exceed it. It remains to derive a closed equation for $\mathbf m$ that admits large deviations and any field direction, to compare the two derivations, and to work through an example.
